**Stern–Howard masses for tilted valleys and the SrTiO3(111) electron layer**

For a valley with inverse-mass tensor W and mass tensor M = W⁻¹, confined along a unit normal n, the confinement mass is 1/(n·W·n) and the in-plane mass tensor is the block of M in the film plane. For uncoupled t2g valleys with light mass ml and heavy mass mh, all three confinement masses on (111) equal 3 ml mh/(ml + 2 mh), and the in-plane masses are ml and (ml + 2 mh)/3. The program diagonalizes the one-dimensional problem with the mixed term kept and asserts agreement with these formulas, for the t2g valleys and for a triaxial valley in a different potential. It also asserts that a numerical search for equal confinement masses ends at a (111) normal, that a lattice chain in weak field gives the same masses, and that counted lattice states at low energy match the density-of-states mass. For ml = 0.7 and mh = 10 free-electron masses, the output shows a common confinement mass of 1.01 and an in-plane mass of 6.9, which would be 1.84 if the mixed term were dropped. Further output sizes the neglected effects: inter-orbital hopping of 20 meV splits the lowest level by about 10 meV, and a spin-orbit constant of 20 meV splits it by 30 meV. Both are comparable with or larger than the 10.9 meV Fermi energy of the uncoupled model.

## Program and output

```python
"""
Result under test: a valley with kinetic energy (hbar^2/2) k.W.k, confined by
V(z) along a unit normal n, has subbands
    E_j(k) = eps_j + (hbar^2/2) k.(M_pp)^-1.k ,   M = W^-1,
where eps_j are one-dimensional levels for the mass m_z = 1/(n.W.n) and M_pp is
the block of M in the film plane.  For the three t2g valleys of a cubic oxide
(light mass ml on two axes, heavy mass mh on the third) and n = [111]/sqrt(3),
    m_z = 3 ml mh/(ml + 2 mh) for all three; in-plane masses ml, (ml + 2 mh)/3.
Units: eV, nm, free-electron masses; field in V/nm (1 MV/cm = 0.1 V/nm).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eig_banded, null_space
from scipy.optimize import brentq, minimize
from scipy.spatial.transform import Rotation
from scipy.special import ai_zeros, airy

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
KB = const.k / const.e                                   # eV/K

# rough, round parameters in the regime of SrTiO3(111) electron layers
ml, mh = 0.7, 10.0
a_lat = 0.39            # cubic lattice constant, nm
field = 0.05            # V/nm
density = 0.3           # electrons per nm^2
xi = 0.020              # atomic spin-orbit constant, eV
t_inter = 0.020         # inter-orbital second-neighbour hopping, eV
barrier, m_barrier = 2.4, 1.0

n111 = np.array([1, 1, 1]) / np.sqrt(3)
u = np.array([1, 1, -2]) / np.sqrt(6)     # projected heavy axis of the xy valley
v = np.array([1, -1, 0]) / np.sqrt(2)
names = ["yz", "zx", "xy"]                # heavy axis x, y, z


def inverse_mass(heavy_axis):
    diagonal = np.full(3, 1 / ml)
    diagonal[heavy_axis] = 1 / mh
    return np.diag(diagonal)


def confinement_mass(W, n):
    return 1 / (n @ W @ n)


def airy_levels(mass, F, count):
    return -ai_zeros(count)[0] * (KIN * F**2 / mass) ** (1 / 3)


# ---- continuum problem with the cross term kept (finite differences) ----
step = 0.01
z = step * np.arange(1, 1200)


def bound_states(W, n, k, potential, count=3, vectors=False):
    quad, cross, const_term = KIN * (n @ W @ n), KIN * (n @ W @ k), KIN * (k @ W @ k)
    band = np.zeros((2, len(z)), dtype=complex)
    band[0] = 2 * quad / step**2 + const_term + potential
    band[1, :-1] = -quad / step**2 + 1j * cross / step
    return eig_banded(band, lower=True, select="i", select_range=(0, count - 1),
                      eigvals_only=not vectors)


zero = np.zeros(3)
mz = 3 * ml * mh / (ml + 2 * mh)
mu_heavy = (ml + 2 * mh) / 3
levels = airy_levels(mz, field, 3)
plane = np.column_stack([u, v])
k_test = 0.5 * u + 0.3 * v
for axis in range(3):
    W = inverse_mass(axis)
    at_zero = bound_states(W, n111, zero, field * z)
    assert np.allclose(at_zero, levels, rtol=3e-4)
    shift = bound_states(W, n111, k_test, field * z) - at_zero
    M_pp = plane.T @ np.linalg.inv(W) @ plane
    kp = plane.T @ k_test
    assert np.allclose(shift, KIN * kp @ np.linalg.solve(M_pp, kp), rtol=2e-3)

W_xy = inverse_mass(2)
base = bound_states(W_xy, n111, zero, field * z)[0]
mass_u_num = KIN / (bound_states(W_xy, n111, u, field * z)[0] - base)
mass_v_num = KIN / (bound_states(W_xy, n111, v, field * z)[0] - base)
assert abs(mass_u_num / mu_heavy - 1) < 2e-3
assert abs(mass_v_num / ml - 1) < 2e-3
mass_u_naive = 1 / (u @ W_xy @ u)         # cross term dropped

# mean normal wave vector of the ground state at k = 1/nm along u
_, vec = bound_states(W_xy, n111, u, field * z, count=1, vectors=True)
psi = vec[:, 0] / np.linalg.norm(vec[:, 0])
padded = np.concatenate([[0], psi, [0]])
kz_mean = np.real(np.sum(psi.conj() * -1j * (padded[2:] - padded[:-2]))) / (2 * step)
q_shift = (n111 @ W_xy @ u) / (n111 @ W_xy @ n111)
assert abs(kz_mean + q_shift) < 1e-3

# triaxial valley, general normal, another potential
Q = Rotation.from_euler("xyz", [0.4, 0.9, -0.7]).as_matrix()
M_tri = Q @ np.diag([0.3, 0.9, 4.0]) @ Q.T
W_tri = np.linalg.inv(M_tri)
n_tri = np.array([1, 2, 3]) / np.sqrt(14)
B = null_space(n_tri[None, :])
kp = np.array([0.6, -0.4])
V_tri = 0.02 * (z - 5) ** 2 + 0.03 * np.sin(2 * z)
shift_tri = (bound_states(W_tri, n_tri, B @ kp, V_tri)
             - bound_states(W_tri, n_tri, zero, V_tri))
formula_tri = KIN * kp @ np.linalg.solve(B.T @ M_tri @ B, kp)
assert np.allclose(shift_tri, formula_tri, rtol=3e-3)


# ---- search for the normal that makes the three masses equal ----
def direction(angles):
    th, ph = angles
    return np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)])


def spread(angles):
    n = direction(angles)
    return np.var([1 / confinement_mass(inverse_mass(i), n) for i in range(3)])


best = minimize(spread, [0.6, 0.4], method="Nelder-Mead",
                options={"xatol": 1e-9, "fatol": 1e-18, "maxiter": 2000})
n_best = direction(best.x)
assert np.allclose(np.abs(n_best), n111, atol=1e-4)
tilt = np.degrees(np.arccos(abs(n_best[2])))

# ---- cubic lattice cut along (111): chain of layers with complex hopping ----
t_light, t_heavy = KIN / (ml * a_lat**2), KIN / (mh * a_lat**2)
layer = a_lat / np.sqrt(3)


def chain(F, count, k, heavy_axis):
    hop = np.full(3, t_light)
    hop[heavy_axis] = t_heavy
    T = np.sum(hop * np.exp(1j * k * a_lat))
    H = np.diag(2 * hop.sum() + F * layer * np.arange(1, count + 1)).astype(complex)
    return H - T * np.eye(count, k=1) - np.conj(T) * np.eye(count, k=-1)


def chain_result(F, count):
    e0 = np.linalg.eigvalsh(chain(F, count, zero, 2))[0]
    small = 0.02
    e_u = np.linalg.eigvalsh(chain(F, count, small * u, 2))[0]
    return e0, KIN * small**2 / (e_u - e0)


weak = field / 100
e_weak, mass_weak = chain_result(weak, 270)
# lattice corrections fall with the field; at 1/100 of it they are below 0.5 %
assert abs(e_weak / airy_levels(mz, weak, 1)[0] - 1) < 5e-3
assert abs(mass_weak / mu_heavy - 1) < 5e-3
e_lat, mass_lat = chain_result(field, 60)

# ---- density of states by counting lattice states ----
m_dos = np.sqrt(ml * mu_heavy)
dos = m_dos / (2 * np.pi * KIN)           # per valley, both spins, 1/(eV nm^2)
fermi = density / (3 * dos)


def counted(energy):
    xs = 1.4 * np.sqrt(energy * mu_heavy / KIN) * np.linspace(-1, 1, 801)
    ys = 1.4 * np.sqrt(energy * ml / KIN) * np.linspace(-1, 1, 801)
    X, Y = np.meshgrid(xs, ys)
    T = sum(t * np.exp(1j * a_lat * (u[i] * X + v[i] * Y))
            for i, t in enumerate([t_light, t_light, t_heavy]))
    inside = 2 * (2 * t_light + t_heavy - np.abs(T)) < energy
    return inside.sum() * (xs[1] - xs[0]) * (ys[1] - ys[0]) / (2 * np.pi**2)


assert abs(counted(5e-4) / (dos * 5e-4) - 1) < 1e-2
dos_ratio = counted(fermi) / (dos * fermi)


# ---- neglected effect: inter-orbital hopping, at k = 0 ----
def inter_levels(F, count, t2):
    pair = t2 * (np.eye(count, k=2) + np.eye(count, k=-2) - 2 * np.eye(count))
    H = np.kron(np.eye(3), chain(F, count, zero, 2).real)
    H += np.kron(np.ones((3, 3)) - np.eye(3), pair)
    return np.linalg.eigvalsh(H)[:3]


def inter_masses(t2):
    unit = 4 * t2 * a_lat**2 / 3
    return KIN / (KIN / mz - 2 * unit), KIN / (KIN / mz + unit)


m_single, m_double = inter_masses(t_inter)
weak_levels = inter_levels(weak, 270, t_inter)
assert abs(weak_levels[0] / airy_levels(m_single, weak, 1)[0] - 1) < 1e-2
assert np.allclose(weak_levels[1:], airy_levels(m_double, weak, 1)[0], rtol=1e-2)
m_single_neg, m_double_neg = inter_masses(-t_inter)
split_pos = np.ptp(inter_levels(field, 60, t_inter))
split_neg = np.ptp(inter_levels(field, 60, -t_inter))

# ---- neglected effect: spin-orbit coupling ----
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
eps = np.zeros((3, 3, 3))
for i, j, m in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, m], eps[j, i, m] = 1, -1


def spin_orbit_states(k, count=60):
    H = np.zeros((6 * count, 6 * count), dtype=complex)
    for p in range(3):
        projector = np.zeros((3, 3))
        projector[p, p] = 1
        H += np.kron(projector, np.kron(chain(field, count, k, p), np.eye(2)))
        # t2g orbital moment = minus the p-like moment -i*eps
        H += xi * np.kron(1j * eps[:, :, p], np.kron(np.eye(count), pauli[p] / 2))
    return np.linalg.eigh(H)


def xy_weight(vectors):
    third = vectors.shape[0] // 3
    return np.mean(np.sum(np.abs(vectors[2 * third:, :2]) ** 2, axis=0))


so_zero = spin_orbit_states(zero)[0][:6]
assert np.allclose(so_zero[:4], e_lat - xi / 2, atol=1e-9)
assert np.allclose(so_zero[4:], e_lat + xi, atol=1e-9)
k_small = 0.05
rise = spin_orbit_states(k_small * u)[0][:4] - so_zero[0]
rise_half = spin_orbit_states(k_small / 2 * u)[0][:4] - so_zero[0]
assert np.allclose(rise / rise_half, 4, rtol=3e-2)     # quadratic, no linear term
so_heavy, so_light = KIN * k_small**2 / rise[0], KIN * k_small**2 / rise[3]
k_tip = np.sqrt(fermi * mu_heavy / KIN)
tip_weight = xy_weight(spin_orbit_states(k_tip * u)[1])

# ---- neglected effects: finite barrier, screening, temperature ----
scale = (KIN * field**2 / mz) ** (1 / 3)
length = scale / field


def matching(e):
    kappa = np.sqrt(m_barrier * (barrier - e * scale) / KIN)
    ai, aip, _, _ = airy(-e)
    return ai - m_barrier / (mz * kappa) * aip / length


e_barrier = scale * brentq(matching, 1.5, levels[0] / scale)
eps_r = const.e * density * 1e18 / (const.epsilon_0 * field * 1e9)
e_half = airy_levels(mz, field / 2, 1)[0]
many = airy_levels(mz, field, 30)


def filling(mu, T):
    return 3 * dos * KB * T * np.logaddexp(0, (mu - many) / (KB * T))


mu300 = brentq(lambda mu: filling(mu, 300).sum() - density, -0.5, 1.0)
upper300 = filling(mu300, 300)[1:].sum() / density

# ---- printed numbers ----
print(f"light, heavy mass ml, mh: {ml}, {mh} m0")
print(f"lattice constant: {a_lat} nm; (111) layer spacing: {layer:.4f} nm")
print(f"field: {field*10:.2f} MV/cm; sheet density: {density*1e14:.1e} cm^-2")
for label, n in [("001", [0, 0, 1]), ("110", [1, 1, 0]), ("111", [1, 1, 1])]:
    n = np.array(n) / np.linalg.norm(n)
    row = ", ".join(f"{names[i]} {confinement_mass(inverse_mass(i), n):.4f}"
                    for i in range(3))
    print(f"confinement masses ({label}): {row} m0")
print(f"equal-mass normal found at {tilt:.3f} deg from a cube axis")
print(f"in-plane mass along [11-2], xy: formula {mu_heavy:.4f} m0")
print(f"  same from diagonalization: {mass_u_num:.4f} m0")
print(f"  same with cross term dropped: {mass_u_naive:.4f} m0")
print(f"in-plane mass along [1-10], xy: formula {ml:.4f} m0")
print(f"  same from diagonalization: {mass_v_num:.4f} m0")
print(f"q at k = 1/nm along [11-2]: {q_shift:.4f} 1/nm")
print(f"  mean k_z from eigenvector: {kz_mean:.4f} 1/nm")
print(f"triaxial test, shift by formula: {formula_tri*1e3:.3f} meV")
print("  by diagonalization, 3 levels: "
      + ", ".join(f"{s*1e3:.3f}" for s in shift_tri) + " meV")
print(f"Airy energy scale: {scale*1e3:.2f} meV; length scale: {length:.3f} nm")
print("levels 1-3: " + ", ".join(f"{e*1e3:.1f}" for e in levels) + " meV")
print(f"mean depth, level 1: {2*levels[0]/(3*field):.2f} nm")
print(f"density-of-states mass per valley: {m_dos:.4f} m0")
print(f"Fermi energy above level 1, three valleys: {fermi*1e3:.2f} meV")
print(f"Fermi wave vector along [11-2], xy: {k_tip:.3f} 1/nm")
print(f"lattice hoppings: light {t_light*1e3:.1f}, heavy {t_heavy*1e3:.1f} meV")
print(f"lattice chain: level 1 {e_lat*1e3:.1f} meV, [11-2] mass {mass_lat:.3f} m0")
print(f"lattice/parabolic state count at Fermi energy: {dos_ratio:.3f}")
print(f"inter-orbital hopping taken: +/-{t_inter*1e3:.0f} meV")
print(f"  + sign: masses single {m_single:.3f}, double {m_double:.3f} m0")
print(f"  + sign: splitting of level 1 {split_pos*1e3:.1f} meV")
print(f"  - sign: masses single {m_single_neg:.3f}, double {m_double_neg:.3f} m0")
print(f"  - sign: splitting of level 1 {split_neg*1e3:.1f} meV")
print(f"spin-orbit constant taken: {xi*1e3:.0f} meV")
print(f"  splitting of level 1 at k=0: {(so_zero[4]-so_zero[0])*1e3:.1f} meV")
print(f"  lowest quartet, [11-2] masses: {so_heavy:.3f}, {so_light:.3f} m0")
print(f"  xy weight of lowest pair at Fermi wave vector: {tip_weight:.3f}")
print(f"barrier taken: {barrier} eV, mass {m_barrier} m0")
print(f"  level 1 with penetration: {e_barrier*1e3:.1f} meV")
print(f"permittivity if carriers end the whole field: {eps_r:.0f}")
print(f"level 1 at half the field: {e_half*1e3:.1f} meV")
print(f"kT: {KB*10*1e3:.2f} meV at 10 K, {KB*300*1e3:.1f} meV at 300 K")
print(f"share of electrons above level 1 at 300 K: {upper300*100:.1f} %")
print("done: every assertion held")
```

Printed output:

```
light, heavy mass ml, mh: 0.7, 10.0 m0
lattice constant: 0.39 nm; (111) layer spacing: 0.2252 nm
field: 0.50 MV/cm; sheet density: 3.0e+13 cm^-2
confinement masses (001): yz 0.7000, zx 0.7000, xy 10.0000 m0
confinement masses (110): yz 1.3084, zx 1.3084, xy 0.7000 m0
confinement masses (111): yz 1.0145, zx 1.0145, xy 1.0145 m0
equal-mass normal found at 54.736 deg from a cube axis
in-plane mass along [11-2], xy: formula 6.9000 m0
  same from diagonalization: 6.8989 m0
  same with cross term dropped: 1.8421 m0
in-plane mass along [1-10], xy: formula 0.7000 m0
  same from diagonalization: 0.7000 m0
q at k = 1/nm along [11-2]: 0.6354 1/nm
  mean k_z from eigenvector: -0.6353 1/nm
triaxial test, shift by formula: 6.974 meV
  by diagonalization, 3 levels: 6.974, 6.974, 6.974 meV
Airy energy scale: 45.45 meV; length scale: 0.909 nm
levels 1-3: 106.3, 185.8, 250.9 meV
mean depth, level 1: 1.42 nm
density-of-states mass per valley: 2.1977 m0
Fermi energy above level 1, three valleys: 10.89 meV
Fermi wave vector along [11-2], xy: 1.405 1/nm
lattice hoppings: light 357.8, heavy 25.0 meV
lattice chain: level 1 106.0 meV, [11-2] mass 7.069 m0
lattice/parabolic state count at Fermi energy: 1.014
inter-orbital hopping taken: +/-20 meV
  + sign: masses single 1.294, double 0.916 m0
  + sign: splitting of level 1 10.7 meV
  - sign: masses single 0.834, double 1.137 m0
  - sign: splitting of level 1 10.1 meV
spin-orbit constant taken: 20 meV
  splitting of level 1 at k=0: 30.0 meV
  lowest quartet, [11-2] masses: 1.996, 0.925 m0
  xy weight of lowest pair at Fermi wave vector: 0.982
barrier taken: 2.4 eV, mass 1.0 m0
  level 1 with penetration: 100.0 meV
permittivity if carriers end the whole field: 109
level 1 at half the field: 66.9 meV
kT: 0.86 meV at 10 K, 25.9 meV at 300 K
share of electrons above level 1 at 300 K: 5.8 %
done: every assertion held
```
